# Secular Dipolar Coupling of Implanted Spins and Its Magic Angle

**Q.** Two implanted electron spins sit a fixed distance apart in a crystal. I am told that turning the magnetic field can switch off their dipolar coupling. The field does not move the spins, so how can it remove a force between two magnets?

**A.** It does not remove the whole interaction. It selects which part acts to first order, and that part can vanish. To see this we need the full interaction first.

Let spin 2 lie at $\mathbf r=r\mathbf n$ from spin 1. A point moment $\mathbf m_1$ has the vector potential $\mathbf A=(\mu_0/4\pi)\,\mathbf m_1\times\mathbf r/r^3$. For constant $\mathbf m_1$,

$$\nabla\times\left(\mathbf m_1\times\frac{\mathbf r}{r^3}\right)=\mathbf m_1\,\nabla\cdot\frac{\mathbf r}{r^3}-(\mathbf m_1\cdot\nabla)\frac{\mathbf r}{r^3}.$$

Away from the origin the divergence is zero. The second derivative term is

$$(\mathbf m_1\cdot\nabla)\frac{\mathbf r}{r^3}=\frac{\mathbf m_1}{r^3}-\frac{3\mathbf r(\mathbf m_1\cdot\mathbf r)}{r^5},$$

so that

$$\mathbf B_1=\frac{\mu_0}{4\pi r^3}\left[3\mathbf n(\mathbf m_1\cdot\mathbf n)-\mathbf m_1\right].$$

The energy is $-\mathbf m_2\cdot\mathbf B_1$. With isotropic $g$ factors and dimensionless spins, $\mathbf m_i=-g_i\mu_B\mathbf S_i$. The two minus signs cancel in the product, and

$$\frac{H_{dd}}{h}=\nu_D\left[\mathbf S_1\cdot\mathbf S_2-3(\mathbf S_1\cdot\mathbf n)(\mathbf S_2\cdot\mathbf n)\right],\qquad \nu_D=\frac{\mu_0g_1g_2\mu_B^2}{4\pi h r^3}.$$

This assumes that the two electron clouds do not overlap.

**Q.** There is no field direction in that expression. Where does the angle come from?

**A.** From the Zeeman energy, which makes the field direction $z$ special. Let $\mathbf n$ have polar angles $\theta,\phi$ about $z$, and write $c=\cos\theta$, $s=\sin\theta$. Since $S_\pm=S_x\pm iS_y$,

$$\mathbf S_i\cdot\mathbf n=cS_{iz}+\frac s2\left(e^{-i\phi}S_{i+}+e^{i\phi}S_{i-}\right).$$

Multiplying the two projections gives

$$\begin{aligned}(\mathbf S_1\cdot\mathbf n)(\mathbf S_2\cdot\mathbf n)={}&c^2S_{1z}S_{2z}+\frac{s^2}{4}F\\&+\frac{sc}{2}\left[e^{-i\phi}(S_{1z}S_{2+}+S_{1+}S_{2z})+\text{h.c.}\right]\\&+\frac{s^2}{4}\left[e^{-2i\phi}S_{1+}S_{2+}+\text{h.c.}\right],\end{aligned}$$

where $F=S_{1+}S_{2-}+S_{1-}S_{2+}$ is the flip-flop operator. Also $\mathbf S_1\cdot\mathbf S_2=S_{1z}S_{2z}+\tfrac12F$. We now sort $H_{dd}/(h\nu_D)$ by the change in total $S_z$:

- Change 0: $(1-3c^2)S_{1z}S_{2z}+\left(\tfrac12-\tfrac34s^2\right)F$.
- Change $\pm1$: $-\tfrac32sc\,e^{-i\phi}(S_{1z}S_{2+}+S_{1+}S_{2z})+\text{h.c.}$
- Change $\pm2$: $-\tfrac34s^2e^{-2i\phi}S_{1+}S_{2+}+\text{h.c.}$

With $s^2=1-c^2$, the flip-flop coefficient becomes

$$\tfrac12-\tfrac34(1-c^2)=-\tfrac14+\tfrac34c^2=-\tfrac14(1-3c^2).$$

**Q.** The same factor twice looks like luck.

**A.** It follows from a zero trace. The interaction is $\sum_{ab}S_{1a}T_{ab}S_{2b}$ with $T_{ab}=\nu_D(\delta_{ab}-3n_an_b)$, whose trace is $\nu_D(3-3)=0$. Averaging over rotations about $z$ leaves $T_{zz}$ and one transverse value,

$$\tfrac12(T_{xx}+T_{yy})=-\tfrac12T_{zz}.$$

Since $F=2(S_{1x}S_{2x}+S_{1y}S_{2y})$, this is the $-\tfrac14F$ found above. One number, $T_{zz}$, fixes both terms.

**Q.** You have sorted the terms, but you have not earned the right to drop any.

**A.** Take $H_0/h=\nu_1S_{1z}+\nu_2S_{2z}$ and go to the frame that rotates with each spin. There $S_{i+}$ acquires the factor $e^{2\pi i\nu_it}$. Single-flip terms oscillate at $\nu_1$ or $\nu_2$, double-flip terms at $\nu_1+\nu_2$, and $F$ at the detuning $\delta=\nu_1-\nu_2$. A term that oscillates much faster than its own strength averages to zero at first order. In a high field, $\nu_1,\nu_2\gg\nu_D$, so the first two groups go. The fate of $F$ depends on $\delta$. With

$$K=\nu_D(1-3\cos^2\theta),$$

the secular Hamiltonians are

$$\frac{H_{\rm like}}h=K\left[S_{1z}S_{2z}-\tfrac14F\right],\qquad \frac{H_{\rm unlike}}h=KS_{1z}S_{2z}.$$

The first holds when $|\delta|$ is far below the coupling, the second when it is far above. Nothing here used spin ½. Numerical averages of the full operator over the rotation agreed with both forms for spin pairs (½, ½), (1, ½) and (1, 1).

Since $\nu_D\neq0$, $K=0$ holds if and only if

$$\cos^2\theta=\tfrac13,$$

which means $\theta=54.74^\circ$ or $125.26^\circ$. Both secular forms then vanish as operators, for every spin state.

**Q.** Does spin 2 feel no field from spin 1 at that angle?

**A.** It does feel one. For a moment along $z$, the field in units of $\mu_0m_1/4\pi r^3$ is $3c\,\mathbf n-\hat{\mathbf z}$. Its $z$ component is $3c^2-1=0$, while its transverse component is $3sc=\sqrt2$. The field is perpendicular to $\mathbf B_0$. Adding a small perpendicular field to a large one changes its length only at second order, so the precession frequency does not change at first order.

**Q.** What would a spectrometer see away from that angle, and what happens when $\delta$ is neither small nor large?

**A.** For two spins ½ with mean Zeeman frequency $\nu_0$, the outer levels are $K/4\pm\nu_0$. The states $\uparrow\downarrow$ and $\downarrow\uparrow$ have diagonal energies $-K/4\pm\delta/2$ and are joined by the element $-K/4$ from $-\tfrac14KF$. Diagonalizing this two-by-two block gives

$$E_\pm=-\frac K4\pm\sqrt{\frac{\delta^2}4+\frac{K^2}{16}}=-\frac K4\pm\frac12\sqrt{\delta^2+\frac{K^2}4}.$$

For $\delta=0$ the symmetric state lies at $-K/2$ and the singlet at 0. A drive that acts equally on both spins does not reach the singlet. The two allowed lines are

$$\nu_0+\frac K4+\frac K2=\nu_0+\frac{3K}4,\qquad -\frac K2-\frac K4+\nu_0=\nu_0-\frac{3K}4,$$

and their splitting is $3|K|/2$.

For $|\delta|\gg|K|$ the middle levels are $-K/4\pm\delta/2$. Flipping spin 1 then costs $\nu_0+\delta/2+K/2$ if spin 2 is up and $\nu_0+\delta/2-K/2$ if it is down. The splitting is $|K|$. The formula for $E_\pm$ joins the two limits, and both splittings close at $K=0$.

**Q.** You keep saying "first order". How large is what you threw away?

**A.** At the magic angle $s^2c^2=2/9$ and $s^4=4/9$. The state $\uparrow\uparrow$ couples to each of $\uparrow\downarrow$ and $\downarrow\uparrow$ with modulus $\tfrac32sc\cdot\tfrac12\,\nu_D=\tfrac34sc\,\nu_D$, at energy distance $\nu_0$. It couples to $\downarrow\downarrow$ with modulus $\tfrac34s^2\nu_D$, at distance $2\nu_0$. Second-order perturbation theory gives

$$\Delta E_{\uparrow\uparrow}=\frac{9\nu_D^2}{16}\left[\frac{2\cdot\frac29}{\nu_0}+\frac{\frac49}{2\nu_0}\right]=\frac{3\nu_D^2}{8\nu_0}.$$

The lowest level moves down by the same amount. For the middle levels, the paths through $\uparrow\uparrow$ and $\downarrow\downarrow$ have equal products of elements and opposite energy denominators, so for like spins they cancel. Both lines therefore shift up together by $3\nu_D^2/8\nu_0$, and no splitting appears at this order. For detuned spins the denominators are $\nu_1$ and $\nu_2$, and the middle levels move by about $\pm\nu_D^2\delta/8\nu_0^2$. These shifts are equal and opposite, so they again produce no splitting. Diagonalization of like spins at $\nu_0/\nu_D=200$ and 400 reproduced the outer shifts within 3%.

The opposite limit shows that the field is essential. At $B_0=0$, quantize along $\mathbf n$. The two aligned triplet states have $\tfrac14-\tfrac34=-\tfrac12$, the third triplet state has $\tfrac14+\tfrac34=1$, and the singlet has $-\tfrac34+\tfrac34=0$, all times $\nu_D$. No angle appears in these levels, and the interaction does not vanish for any direction of the pair.

The argument also needs each spin to be quantized along the field. A spin-1 defect whose zero-field splitting competes with its Zeeman energy breaks that condition, and the angle to $\mathbf B_0$ then no longer decides the coupling by itself.

**Q.** Put numbers in. Is this coupling even noticeable?

**A.** Take rough values in the regime of phosphorus donors implanted in silicon: $r=50$ nm, $B_0=0.35$ T, $g=2$. Then $\nu_0=g\mu_BB_0/h=9.797$ GHz and

$$\nu_D=\frac{\mu_0(2\mu_B)^2}{4\pi h(50\ \text{nm})^3}=415.4\ \text{Hz},$$

or $1.718\times10^{-12}$ eV. With the separation held fixed, turning the field gives

- $\theta=0$: $K=415.36\,(1-3)=-830.7$ Hz
- $\theta=30^\circ$: $K=415.36\,(1-2.25)=-519.2$ Hz
- $\theta=54.74^\circ$: $K=0$
- $\theta=90^\circ$: $K=+415.4$ Hz

Diagonalizing the Hamiltonian of the two electron spins, with every non-secular term kept and the donor nuclei represented only by a detuning, gives the same values to 0.01 Hz. The second-order shift at the null is $6.6\times10^{-6}$ Hz.

**Q.** Are these donors like or unlike spins?

**A.** Each electron also feels its own donor nucleus. If the two nuclei point oppositely, the electrons are detuned by about 120 MHz, far above $|K|$, and the form $KS_{1z}S_{2z}$ applies. If the nuclei are parallel, the surrounding nuclear spins still matter. A rough linewidth of 0.25 mT corresponds to 7.0 MHz, so two electrons will typically differ by far more than $K$. The like-spin splitting at $\theta=0$, $1.5\times830.7=1246$ Hz, would need a much quieter host.

**Q.** A splitting below 1 kHz under a 7 MHz line is invisible.

**A.** In a plain spectrum, yes. An echo that flips both spins halfway through recovers it. For donors detuned by 120 MHz this takes a pulse at each of the two frequencies, because an ordinary pulse of tens of nanoseconds flips only one of them. If only one spin is flipped, $S_{1z}S_{2z}$ changes sign too and the coupling is refocused. Flipping both sends $S_{iz}\to-S_{iz}$, which reverses static shifts, but leaves $S_{1z}S_{2z}$ unchanged. The phase of spin 1 then differs by $2\pi|K|t$ between the two states of spin 2. It reaches $\pi$ at

$$t=\frac1{2|K|}=\frac1{2\times830.7\ \text{Hz}}=0.602\ \text{ms}$$

for $\theta=0$. If the partner is equally likely to be up or down, the two contributions are then turned by $+90^\circ$ and $-90^\circ$ and cancel. The echo follows $\cos(\pi Kt)$, multiplied by the ordinary decay, and this is its first zero. The time is slightly longer than the rough coherence time of 0.5 ms assumed here, so decoherence alone would already have weakened the echo considerably. The coupling would show mainly as an extra loss of echo at earlier times, and this loss disappears when the field is turned to the null. In natural silicon the ordinary decay caused by the $^{29}$Si nuclei also changes with the field direction. The clean comparison is therefore between echoes with and without the flip of the partner, at the same field direction.

Temperature does not enter $K$. At 4 K the spin polarization is $\tanh(h\nu_0/2k_BT)=0.059$, so both states of the partner are almost equally populated. The rough donor binding energy of 45 meV is 131 times $k_BT$, which keeps the electrons bound.

**Q.** Donor electrons also have exchange. Does the magic angle remove that?

**A.** No. Isotropic exchange $J\,\mathbf S_1\cdot\mathbf S_2$ does not depend on the field direction. Its size can be estimated from the known large-distance law for two hydrogen-like atoms, which I take over without deriving it:

$$J\approx\frac{1.64}{h}\,\frac{e^2}{4\pi\varepsilon_0\varepsilon_ra}\left(\frac ra\right)^{5/2}e^{-2r/a}.$$

For stretched H$_2$, the singlet–triplet gap from a full two-electron calculation in the aug-cc-pVTZ basis is 1.13 and 1.07 times this law at 6 and 7 bohr. With rough values $a=2.5$ nm and $\varepsilon_r=11.7$, it gives $J\approx0.15$ Hz at 50 nm. The exponential makes this very sensitive to distance: in the same estimate $J$ equals $\nu_D$ at about 38 nm. It is just as sensitive to $a$. The value 2.5 nm belongs to the effective-mass donor, bound by about 30 meV. A binding of 45 meV makes the tail decay faster, over $\hbar/\sqrt{2m_tE_b}\approx2.1$ nm for the transverse mass $m_t=0.19\,m_e$, and the same law then gives $J\approx2\times10^{-4}$ Hz at 50 nm and a crossover near 32 nm. The law also ignores the valley structure of silicon. It places the crossover at 30 to 40 nm but does not fix the order of magnitude of $J$ at 50 nm.

For unlike spins, with $|\delta|$ also far above $J$, exchange adds to the Ising term and the total is $K+J$. It vanishes when

$$\cos^2\theta=\frac13\left(1+\frac J{\nu_D}\right),$$

which has a solution for $0\le J\le2\nu_D$. Exchange therefore moves the null away from the magic angle. For like spins the coupling has no complete null: setting $K=-J$ leaves the flip-flop coefficient $J/2-K/4=3J/4$. For two like spins ½, however, exchange shifts all three triplet states equally, so the visible line splitting $3|K|/2$ does not depend on $J$ and still closes at the magic angle.

**Q.** You also treated a donor electron, spread over nanometres, as a point.

**A.** For a spherical cloud that is justified. The angular kernel is a derivative of a harmonic function,

$$\frac{1-3\cos^2\theta}{r^3}=-\frac{\partial^2}{\partial z^2}\frac1r,$$

so it is harmonic itself away from $r=0$. Its average over a sphere that does not enclose the origin equals its value at the centre.

An ellipsoidal cloud is different. Suppose the electron occupied a single silicon valley, with rough radii of 1.4 nm along the field and 2.5 nm across it. Averaging the kernel over Gaussian clouds with matching variances leaves about $-7$ Hz at the magic angle. With both electrons in the same valley, the average over the three valley axes is only about $-0.1$ Hz, because the leading corrections add up to the Laplacian of the kernel, which is zero. An unstrained donor shares its electron equally among the valleys, so the leading corrections cancel in the same way and the residue should be of this order or smaller.

**Q.** And if $g$ is not quite isotropic, or the field is slightly misaligned?

**A.** Both are angle errors, so the slope decides:

$$\frac{dK}{d\theta}=6\nu_D\sin\theta\cos\theta=2\sqrt2\,\nu_D\quad\text{at the magic angle}.$$

A field error of $0.1^\circ$ leaves at most about 2.05 Hz, when the error lies in the plane of the field and the pair axis. For the $g$ factor, let it be larger by $\Delta g=0.001$ along $\mathbf n$. The moment then tilts from the field towards $\mathbf n$ by $2(\Delta g/g)sc=4.7\times10^{-4}$ rad. This tilt lowers $\theta$, so multiplying by the slope gives a change of $-0.55$ Hz, which agrees with full diagonalization. The isotropic hyperfine coupling leaves the moment along the field and shortens it by at most a fraction $7.5\times10^{-5}$, so it does not shift the null.

**Q.** All these errors are small. Could I implant pairs at the right angle and forget about the coupling?

**A.** Not with these numbers, because the ions do not land where they are aimed. Take a rough implantation straggle of 5 nm per axis. Annealing adds diffusion. For 5 s at 1273 K, a rough prefactor of 4 cm²/s and activation energy of 3.7 eV give a diffusivity of $9.0\times10^{-15}$ cm²/s, and

$$\sqrt{2Dt}=\sqrt{2\times9.0\times10^{-15}\times5}\ \text{cm}=3.0\ \text{nm}.$$

The spread per ion and axis is $\sqrt{5^2+3.0^2}=5.8$ nm. Random sampling of pairs aimed at the magic angle gives a median $|K|$ of 114 Hz, more than a quarter of $\nu_D$.

For a typical pair this is the largest of the errors estimated here. It arises because the ions scatter, so that neither $\mathbf n$ nor $r$ is known in advance. In the minority of pairs that land unusually close together, exchange can be larger still. Implantation damage can speed up diffusion during the anneal, which would widen the spread. The donor parameters are typical only in a rough sense, and the coherence time and linewidth depend strongly on the host and its surfaces.

**Q.** Then the null is useless for implanted spins.

**A.** As a placement rule it reduces the typical coupling but cannot switch it off at this accuracy. The dipolar null nevertheless survives for each individual pair. Whatever its $\mathbf n$, the field directions at $54.74^\circ$ to the line through the pair form a double cone, and a field that can point anywhere can be set on it. If a pair has landed close enough for exchange to matter, the null of the total coupling for unlike spins moves off this cone, and it is lost when $J>2\nu_D$.

If the field turns in one plane only, let $p$ be the length of the projection of $\mathbf n$ onto that plane. During a full turn $\cos\theta$ runs between $-p$ and $p$, so the null is reached if $p\ge1/\sqrt3$. A pair standing more nearly perpendicular to the plane keeps $K>0$ throughout. If the field can point anywhere, one direction can serve two pairs, because their double cones always intersect. A third pair with a random axis will generally not have its null there, so one setting does not silence a whole array of randomly displaced donors.

## Table of computed values

```
INPUTS (rough donor-like values)
Separation r: 50 nm
Field B0: 0.35 T
g factor: 2
Hyperfine detuning: 120 MHz
DIPOLAR COUPLING
Zeeman frequency nu0: 9.797 GHz
Dipolar frequency nu_D: 415.36 Hz
nu_D as energy: 1.718e-12 eV
Magic angle: 54.7356 deg
Second magic angle: 125.2644 deg
theta 0.00 deg: K -830.73 Hz, exact -830.73 Hz
theta 30.00 deg: K -519.21 Hz, exact -519.21 Hz
theta 54.74 deg: K 0.00 Hz, exact 0.00 Hz
theta 70.00 deg: K 269.60 Hz, exact 269.60 Hz
theta 90.00 deg: K 415.36 Hz, exact 415.36 Hz
Like-spin line splitting at 0 deg: 1246.09 Hz
Time for phase pi at 0 deg: 0.602 ms
LEFT OUT OF THE MODEL: SIZES AT THE MAGIC ANGLE
Second-order level shift: 6.60e-06 Hz
Envelope radius, wide (rough): 2.5 nm
Envelope radius, narrow (rough): 1.4 nm
Relative permittivity (rough): 11.7
Exchange at r: 0.15 Hz
Exchange equals nu_D at: 38.2 nm
H2 gap / exchange law, R = 6 bohr: 1.13
H2 gap / exchange law, R = 7 bohr: 1.07
Single-valley cloud residue: -6.75 Hz
Mean residue over three valley axes: -0.11 Hz
g anisotropy (rough): 0.001
g-anisotropy residue: -0.55 Hz
Moment loss by hyperfine mixing: 7.5e-05
Residue per 0.1 deg field error: 2.05 Hz
Straggle per axis (rough): 5 nm
Anneal temperature: 1273 K
Anneal time: 5 s
Diffusion prefactor (rough): 4 cm2/s
Diffusion activation energy (rough): 3.7 eV
Diffusivity: 9.0e-15 cm2/s
Diffusion length per axis: 3.0 nm
Total position spread per axis: 5.8 nm
Median |K| from placement: 114 Hz
Nuclear-bath linewidth (rough): 0.25 mT
Same linewidth as frequency: 7.0 MHz
Coherence time (rough): 0.5 ms
Temperature of use: 4 K
Spin polarization: 0.059
Donor binding energy (rough): 45 meV
Binding energy / kT: 131
```
